\section*{When crowding strengthens a metal–ligand bond}

\section*{What the contacts contribute}

\textbf{Q:} I expect a bulky ligand to bind a metal less strongly than a small one. Its substituents run into those of the neighbouring ligands, the electron clouds repel, and the metal--ligand bond stretches. A stretched bond is a weakened bond. Where could this go wrong?

\textbf{A:} In two places. You have counted one part of the energy between the substituents, and you have read bond strength from bond length. Take the energy first. Let $A$ and $B$ be two substituents at distance $R$, held rigid. Their contact energy is
\begin{equation}
V(R)=E_{AB}-E_{A(B)}-E_{B(A)} .
\end{equation}
The subscript $A(B)$ means that $A$ is computed with the basis functions of $B$ present, but without its nuclei and electrons. Otherwise the pair would gain energy merely by having more basis functions than its parts. Negative $V$ means attraction. I split it as
\begin{equation}
V(R)=V_{\rm HF}(R)+V_{\rm corr}(R).
\end{equation}
The Hartree--Fock part contains Pauli repulsion, which dominates when saturated groups overlap, together with electrostatics and induction. The correlation part contains London dispersion.

\textbf{Q:} Dispersion between two methyl groups is tiny. Can it compete with Pauli repulsion?

\textbf{A:} The two fall off differently. Pauli repulsion needs overlap and decays roughly exponentially. Dispersion decays as a power, which can be derived within second-order perturbation theory (MP2). In atomic units, let $i,a$ be occupied and empty orbitals on $A$, and $j,b$ those on $B$, with excitation gaps $\Delta_{ia}$ and $\Delta_{jb}$. Without overlap the exchange integrals between the molecules vanish, and the closed-shell MP2 expression leaves
\begin{equation}
E_{\rm disp}=-4\sum_{ia}\sum_{jb}\frac{(ia|jb)^2}{\Delta_{ia}+\Delta_{jb}} .
\end{equation}
One factor 2 comes from spin, the other from the two ways of assigning the electron pair to $A$ and $B$.

At large $R$ the leading part of $(ia|jb)$ couples two transition dipoles. Up to a sign that squaring removes, it is $\sum_{pq}\mu^{ia}_pT_{pq}\mu^{jb}_q$, with $T_{pq}=(3n_pn_q-\delta_{pq})/R^3$ and $\mathbf n$ the unit vector between the molecules. Along $\mathbf n$ the matrix $T$ has the diagonal elements $2,-1,-1$ divided by $R^3$, so $\sum_{pq}T_{pq}^2=6/R^6$. For a tetrahedral molecule, summing over degenerate excitations replaces $\mu_p\mu_{p'}$ by $\delta_{pp'}|\mu|^2/3$. Hence
\begin{equation}
E_{\rm disp}=-\frac{4\cdot 6}{9R^6}\sum_{ia,jb}
\frac{|\mu^{ia}|^2|\mu^{jb}|^2}{\Delta_{ia}+\Delta_{jb}}
\equiv-\frac{C_6}{R^6}. \label{disp}
\end{equation}
Every term in the sum is positive, so this leading term is attractive.

\textbf{Q:} Can $C_6$ be tied to a property of one molecule?

\textbf{A:} Yes, to its polarizability at imaginary frequency. For positive $a$ and $b$, partial fractions give
\begin{align}
\int_0^\infty\!\frac{ab\,du}{(a^2+u^2)(b^2+u^2)}
&=\frac{ab}{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)\nonumber\\
&=\frac{\pi}{2}\,\frac{b-a}{b^2-a^2}=\frac{\pi}{2(a+b)} .
\end{align}
The uncoupled Hartree--Fock polarizability is
\begin{equation}
\alpha(iu)=\frac43\sum_{ia}\frac{|\mu^{ia}|^2\Delta_{ia}}{\Delta_{ia}^2+u^2}.
\end{equation}
Squaring it and integrating gives $(16/9)(\pi/2)$ times the double sum in Eq.~\eqref{disp}. The prefactor there is $24/9=8/3$, and $(3/\pi)(16/9)(\pi/2)=8/3$, so
\begin{equation}
C_6=\frac3\pi\int_0^\infty\alpha(iu)^2\,du .
\end{equation}
For methane, in the small basis described in the next section, numerical quadrature gives 112 atomic units. An MP2 calculation on the pair at 25 bohr, multiplied by $-R^6$, gives 108. The 3\% difference, relative to the integral, includes terms beyond $R^{-6}$, which I have not separated.

\section*{A contact between alkyl groups}

\textbf{Q:} That is the far region. Crowded ligands touch.

\textbf{A:} There the pair must be computed directly. I use two methane molecules as stand-ins for alkyl substituents. Three hydrogens of each face the other in a staggered arrangement, and $R$ is the carbon--carbon distance. The method is MP2 with frozen carbon cores, with the aug-cc-pVDZ basis on carbon and 6-31G on hydrogen. The energies in meV are:
\begin{center}
\begin{tabular}{cccc}
$R$ (nm) & $V_{\rm HF}$ & $V_{\rm corr}$ & $V$\\
0.31 & 129.4 & $-59.3$ & 70.0\\
0.34 & 46.1 & $-38.9$ & 7.2\\
0.37 & 16.5 & $-25.5$ & $-9.0$\\
0.40 & 6.1 & $-16.7$ & $-10.6$\\
0.50 & 0.4 & $-4.4$ & $-4.0$
\end{tabular}
\end{center}
From 0.34 to 0.40 nm the Hartree--Fock repulsion falls by a factor of 7.6, the correlation attraction by 2.3. That is why the sign changes. Spline interpolation of the computed points puts the zero at $R_s=0.348$ nm and the minimum at $R_m=0.391$ nm, where $V=-10.8$ meV.

\textbf{Q:} So below 0.348 nm I am right.

\textbf{A:} For this pair, in this orientation and this basis, the contact is repulsive there. The zero is sensitive to the basis: with aug-cc-pVDZ on hydrogen as well, it moves in to about 0.33 nm, and at 0.34 nm the contact energy is $-5.5$ meV instead of $+7.2$ meV. I keep the smaller basis below, so its curve illustrates the argument and does not give converged distances. Whether the whole metal--ligand bond is weaker also depends on how the bond relaxes.

\section*{From a contact to a bond}

\textbf{Q:} Then put the contacts into a bond.

\textbf{A:} Let the bond without contacts be a Morse oscillator of depth $D$, and let $x$ be its stretch. Add $n$ equal contacts whose distance is $R_0$ at $x=0$ and grows as $R_0+x$. Taking the separated fragments as zero,
\begin{equation}
E(x)=D\left[(1-e^{-ax})^2-1\right]+nV(R_0+x). \label{model}
\end{equation}
For small $x$, $(1-e^{-ax})^2\simeq a^2x^2$. The Morse term is then $-D+Da^2x^2$, and comparison with $\tfrac12kx^2$ gives $k=2Da^2$. The model assumes rigid substituents, additive contacts, and contacts that vanish on dissociation.

The crowded bond has depth $D_n=-\min_xE(x)$. A minimum cannot lie above the value at any chosen point. Choosing $x=0$ gives
\begin{equation}
-D_n\le E(0)=-D+nV(R_0).
\end{equation}
Changing the sign of both sides reverses the inequality:
\begin{equation}
\Delta D\equiv D_n-D\ge-nV(R_0). \label{bound}
\end{equation}
If $V(R_0)<0$, the contacts strengthen the bond in this model. This condition is sufficient but not necessary, since relaxation can add to the gain.

\textbf{Q:} But the crowded bond may still be longer. How can it be stronger?

\textbf{A:} Length responds to the slope of the contact energy, strength to its value. Suppose $V$ has a single well and $R_0<R_m$. Compressing the bond raises the Morse energy, and it raises $V$ too, because $V$ falls towards $R_m$. No minimum can therefore lie at $x<0$. At $x=0$ the Morse slope is zero, so $E'(0)=nV'(R_0)<0$, and the energy still falls on stretching. The bond must lengthen. For $R_0>R_m$ the same argument with directions reversed shows that it shortens.

Combine this with Eq.~\eqref{bound}. For $R_s<R_0<R_m$ the contact energy is negative while its slope pushes the groups apart, so the bond is both longer and stronger.

\textbf{Q:} How much does relaxation add?

\textbf{A:} For a small stretch, with derivatives taken at $R_0$,
\begin{equation}
E(x)\simeq-D+nV+nV'x+\tfrac12(k+nV'')x^2 .
\end{equation}
If $k+nV''>0$, setting the derivative to zero gives $x_*=-nV'/(k+nV'')$. On substitution the linear term contributes $-(nV')^2/(k+nV'')$ and the quadratic term returns half of it, so
\begin{equation}
\Delta D\simeq-nV+\frac{(nV')^2}{2(k+nV'')} .
\end{equation}
The last term is positive: relaxation relieves repulsion or improves attraction. The formula fails when the stretch is large enough for the anharmonic terms to matter.

\section*{Numbers for a dative bond}

\textbf{Q:} Give me a case in which I can see both outcomes.

\textbf{A:} Take $D=0.8$ eV, $k=600$ eV/nm$^2$ and $n=6$. Then
\begin{equation}
a=\sqrt{\frac{k}{2D}}=\sqrt{\frac{600}{1.6}}\ {\rm nm}^{-1}=19.4\ {\rm nm}^{-1}.
\end{equation}
I minimize Eq.~\eqref{model} numerically with the methane curve, keeping $D$, $k$ and $n$ fixed and changing $R_0$. The last column repeats the minimization with $V_{\rm HF}$ alone.
\begin{center}
\begin{tabular}{cccc}
$R_0$ & $\Delta D$ & stretch & $\Delta D$, HF only\\
(nm) & (meV) & (pm) & (meV)\\
0.30 & $-272$ & 35.1 & $-503$\\
0.34 & $-18$ & 8.8 & $-216$\\
0.36 & 41 & 3.4 & $-122$\\
0.38 & 63 & 0.8 & $-66$\\
0.42 & 56 & $-0.7$ & $-19$
\end{tabular}
\end{center}

At $R_0=0.36$ nm each contact has $V=-6.12$ meV. Equation~\eqref{bound} guarantees a gain of at least $6\times6.12=36.7$ meV. The minimization gives 40.5 meV, so relaxation supplies 3.8 meV. The bond is 3.4 pm longer than without contacts, and it is stronger.

\textbf{Q:} At 0.34 nm the bond relaxes and still loses.

\textbf{A:} For the contact curve used here, your expectation holds in that row. With the larger hydrogen basis the contact would already be attractive, and the row would show a gain. On the present curve, the unrelaxed contacts cost $6\times7.20=43.2$ meV. The bond stretches by 8.8 pm, which brings the groups to 0.3488 nm, just beyond $R_s$. The contacts are then very slightly attractive. The remaining loss of 18 meV is the price of stretching the Morse bond, less that small attraction. At 0.30 nm the stretch is 35 pm and the loss is 272 meV, about a third of $D$. Dispersion is present there too, but it does not offset the repulsion.

\textbf{Q:} How do I know that dispersion causes the gain in the other rows?

\textbf{A:} Within the model, remove the correlation part and keep everything else. At 0.38 nm the gain of 63 meV becomes a loss of 66 meV. This identifies correlation as the cause. Near contact, correlation is not purely the $R^{-6}$ term, because higher multipoles and overlap change it, and correlation also alters the electrostatics. Calling it dispersion is an interpretation, supported by the long-range limit.

\section*{A real metal--ligand bond}

\textbf{Q:} Methane pairs attached to a Morse curve are not a complex. Real bulky ligands also differ as electron donors.

\textbf{A:} So keep the ligands the same and change how close their groups are. Consider the adduct MeH$_2$Al--PH$_2$Me, with one methyl on aluminium and one on phosphorus. Rotate the phosphine rigidly by $120^\circ$ about the Al--P axis, from anti to gauche. The Al--P distance stays at 0.250 nm, while the distance between the methyl carbons drops from 0.516 to 0.411 nm.

Both forms separate into the same two rigid fragments, of energies $E_1$ and $E_2$. With $D_g=E_1+E_2-E_g$ and $D_a=E_1+E_2-E_a$ for gauche and anti,
\begin{equation}
D_g-D_a=-(E_g-E_a).
\end{equation}
The fragment energies cancel, and with them any difference in the donor or acceptor strength of the isolated fragments.

I compute both forms with frozen-core MP2, using 6-31G* on Al and P and the earlier basis on C and H. Both calculations carry basis functions at both methyl positions on phosphorus, so the two forms share one basis set. This reduces the basis-set superposition error but does not remove it: in the gauche form the methyl on phosphorus still lies closer to the functions of the methyl on aluminium. The results for $E_g-E_a$ are
\begin{align}
\text{Hartree--Fock:}\quad &+2.3\ {\rm meV},\nonumber\\
\text{correlation:}\quad &-7.2\ {\rm meV},\nonumber\\
\text{total:}\quad &-4.9\ {\rm meV}.
\end{align}
Hartree--Fock alone says that bringing the methyl groups together weakens the bond. With correlation, the more crowded form is bound more strongly by 4.9 meV.

\textbf{Q:} That is a small number.

\textbf{A:} It is, for one pair of methyl groups. It is also not the energy of an isolated methyl--methyl contact. Rotation exchanges a methyl with a hydrogen, so contacts with hydrogen change as well, and coupling through the Al--P bond may depend on the angle. The geometry is idealized and unrelaxed. The calculation shows Hartree--Fock and correlation parts of opposite sign in a real bond. The Hartree--Fock part should not be read as Pauli repulsion alone, because the electrostatic energy between the polar fragments also changes on rotation. A counterpoise correction of both fragments, made without the shared extra functions, gives about $+1$ meV for Hartree--Fock, $-7$ meV for correlation and $-6$ meV in total. The signs therefore survive the correction in this basis, but the size of the small Hartree--Fock part is uncertain, and a larger basis could change the values. The calculation does not predict a measured dissociation enthalpy.

\section*{What could cancel the gain}

\textbf{Q:} How far should I trust the 63 meV?

\textbf{A:} Start with the contact energy. At 0.375 nm MP2 gives $-9.8$ meV. In the same basis CCSD(T), a higher-level treatment of correlation, gives $-10.8$ meV. MP2 with the larger cc-pVDZ basis on hydrogen gives $-12.4$ meV. Relative to the first value, these changes deepen the attraction by 10\% and 26\%. They need not add, and neither result is the complete-basis limit. Diffuse functions on hydrogen matter more. With aug-cc-pVDZ on both elements, MP2 gives a well about 17 meV deep near 0.38 nm, and the gain of 63 meV rises to about 100 meV. The table therefore shows how the contacts act, but its energies are not converged.

Additivity is the next assumption. Treat three groups as coupled fluctuating dipoles. The change in zero-point energy is $(1/2\pi)\int_0^\infty\ln\det(1-\alpha T)\,du$, where $T$ now couples all three. The third-order term of the logarithm is $-\tfrac13{\rm Tr}(\alpha T)^3$. Three starting points and two directions round the triangle give six equal traces, hence
\begin{equation}
E_3=-\frac1\pi\int_0^\infty\!\alpha^3\,du\;
{\rm Tr}(T_{AB}T_{BC}T_{CA}).
\end{equation}
In an equilateral triangle, unit vectors taken in order round the sides have mutual products $-1/2$. Multiplying out the three factors $3\mathbf n\mathbf n-1$ gives the trace
\begin{equation}
\frac1{R^9}\left[27\left(-\tfrac18\right)-9\cdot\tfrac34+9-3\right]
=-\frac{33}{8R^9}.
\end{equation}
So $E_3$ is positive, a repulsion. With the methane polarizability and sides $R_m$ it is 0.6 meV per triangle, against $3\times10.8=32.4$ meV of pair attraction. This estimate ignores overlap, and one triangle does not represent a crowded bond, where groups on the same atom lie closer together and many triples contribute. For three methyls on aluminium and three on phosphorus, in the idealized adduct geometry above, a coupled-dipole estimate removes about 7\% of the pair dispersion between the two sets.

\textbf{Q:} And the ligand itself? Bulky groups often have to bend to fit.

\textbf{A:} That can decide the matter. If fitting the ligands into the complex costs an extra strain energy $S$, the net change is $\Delta D-S$. In the best row of the table, strain above 63 meV, or 6.0 kJ/mol, reverses the conclusion.

Temperature sets a second limit. Crowding can hinder internal rotations and so reduce the entropy of the complex. At 400 K, $k_BT=34.5$ meV, and an additional entropy loss of $62.5/34.5=1.8\,k_B$ on binding cancels the gain in free energy. I have not computed that loss, so the table describes bond energies, not the stability of a hot vapour.

\textbf{Q:} Do these parameters resemble a precursor I might use?

\textbf{A:} They are round values, roughly in the regime of alkylphosphine--alane adducts, and 400 K is an illustrative temperature for a hot vapour. Six contacts is the number of gauche methyl pairs when both aluminium and phosphorus carry three methyls. In the idealized geometry above, such pairs lie at 0.411 nm, nearest the last row of the table, although the groups are turned differently from the methane pair used there. The 56 meV in that row compares six contacts with none. A real comparison with hydrogen substituents would subtract the contacts that hydrogen makes, and would include changes in donor and acceptor strength. Real ligands also break the rigid-group assumption: 30 meV of strain would reduce that gain to 26 meV.

\textbf{Q:} Then what should I ask before calling a ligand too bulky?

\textbf{A:} Ask where its groups sit before the bond relaxes, and what it costs to put them there. In this model a sufficient condition for a stronger bond is
\begin{equation}
S<-nV(R_0).
\end{equation}
The distances $R_s$ and $R_m$ depend on how the groups face each other, and their computed values depend on the basis, so they must be found for the orientation in the complex and with a basis large enough to settle them. Groups pressed well inside $R_s$ weaken the bond, as you expected. Groups near $R_m$ can strengthen it if strain is small. A longer metal--ligand distance does not distinguish the two cases, because between $R_s$ and $R_m$ the contacts push outward while their energy is still attractive.
